# Formal Charge and Screened Charge of a Defect in an Oxide

**Q:** I am modelling an oxygen vacancy in a growing oxide scale. It has lost two electrons relative to the neutral vacancy, so its formal charge is \(+2e\). If I draw a sphere of a few nanometres around it and add up all the charge inside, I should find \(+2e\). Where else could the charge be?

**A:** First let us say what is being added up. Take the charge density of the crystal with the defect, nuclei and electrons together, and subtract that of the perfect crystal. You have included two things: the source, whose charge is \(q=+2e\), and the displacement of charge that the source causes in the surrounding oxide. The second part does not have to sum to zero inside your sphere.

**Q:** But polarization only shifts charge about. Every dipole is neutral.

**A:** Each dipole is neutral, but a sphere can cut through dipoles. Let \(\mathbf P\) be the dipole moment per volume, averaged over lattice-scale ripples. The bound charge density is \(\rho_b=-\nabla\cdot\mathbf P\), and the divergence theorem gives the bound charge within radius \(R\):

\[
Q_b(R)=-\int_{r<R}\nabla\cdot\mathbf P\,d^3r=-\oint_R\mathbf P\cdot d\mathbf A .
\]

For a positive source, \(\mathbf P\) points outward. Positive charge has moved out through the sphere, or electrons have moved in, so \(Q_b\) is negative. The total inside is

\[
Q_{\rm in}(R)=q-\oint_R\mathbf P\cdot d\mathbf A .
\]

**Q:** Then how much crosses? I would expect the answer to depend on the messy region next to the vacancy.

**A:** It depends on the response at the sphere itself. Suppose that there the oxide is isotropic and responds linearly, with relative permittivity \(\varepsilon\):

\[
\mathbf P=\varepsilon_0(\varepsilon-1)\mathbf E .
\]

Here \(\mathbf E\) is the averaged field of all charges. Gauss's law for the total charge reads

\[
\varepsilon_0\oint_R\mathbf E\cdot d\mathbf A=Q_{\rm in}.
\]

Multiplying it by \(\varepsilon-1\) gives \(\oint\mathbf P\cdot d\mathbf A=(\varepsilon-1)Q_{\rm in}\). Insert this in the count:

\[
Q_{\rm in}=q-(\varepsilon-1)Q_{\rm in}
\quad\Rightarrow\quad
\varepsilon\,Q_{\rm in}=q
\quad\Rightarrow\quad
Q_{\rm in}=\frac{q}{\varepsilon}.
\]

The bound part is \(Q_b=q/\varepsilon-q=-q(1-1/\varepsilon)\). For \(\varepsilon=1\) nothing is screened and \(Q_{\rm in}=q\). As \(\varepsilon\to\infty\) the total inside tends to zero.

The derivation never used the response inside the sphere, so the core may be strongly distorted. It also never assumed that \(\mathbf E\) is radial, so charges outside the sphere may bend the field without changing the count. It does need one scalar \(\varepsilon\) over the whole sphere. In an anisotropic oxide, or for a sphere that crosses an interface, the step from \(\oint\mathbf E\cdot d\mathbf A\) to \(\oint\mathbf P\cdot d\mathbf A\) fails.

**Q:** For \(\varepsilon=10\) you leave me with \(0.2e\). Charge is conserved, so where are the other \(1.8e\)?

**A:** On the outer surface of the crystal. The dipoles of the whole crystal sum to zero charge, so the \(-q(1-1/\varepsilon)\) near the defect must be balanced by \(+q(1-1/\varepsilon)\) elsewhere. It cannot lie in the uniform bulk: two spheres of different radius both enclose \(q/\varepsilon\), so the shell between them is neutral. What remains is the surface, where \(\mathbf P\) ends and leaves a surface charge density \(\mathbf P\cdot\hat{\mathbf n}\). A sphere drawn outside the whole crystal encloses the full \(q\). Your \(+2e\) is therefore a correct count for the crystal, but not for the neighbourhood of the vacancy.

**Q:** You have put \(\varepsilon\) in by hand. I would be more convinced by a crystal made of atoms, in which nobody tells the atoms about \(q/\varepsilon\).

**A:** Take point dipoles of polarizability \(\alpha\) on an fcc lattice with \(n\) sites per volume, and put the charge on an empty anion site. Each dipole obeys \(\mathbf p=\alpha\mathbf E_{\rm loc}\), where the local field comes from the source and from all other dipoles. We then solve for all the dipoles together.

To choose \(\alpha\), we need its relation to \(\varepsilon\) in a uniform field. Divide the dipoles around one site into those inside a large sphere and those outside.

- For equal dipoles inside, the field component along \(\mathbf p\parallel x\) is proportional to \(\sum(3x^2-r^2)/r^5\). Cubic symmetry makes the sums with \(x^2\), \(y^2\) and \(z^2\) equal, so this vanishes. The transverse sums vanish by reflection.
- The dipoles outside may be treated as a continuum. A uniformly polarized sphere has the internal field \(-\mathbf P/(3\varepsilon_0)\), so removing it from the medium leaves \(\mathbf E+\mathbf P/(3\varepsilon_0)\).

Hence

\[
\mathbf E_{\rm loc}=\mathbf E+\frac{\mathbf P}{3\varepsilon_0}
=\mathbf E\left(1+\frac{\varepsilon-1}{3}\right)
=\frac{\varepsilon+2}{3}\,\mathbf E .
\]

Setting \(\mathbf P=n\alpha\mathbf E_{\rm loc}\) equal to \(\varepsilon_0(\varepsilon-1)\mathbf E\) gives

\[
\frac{\varepsilon-1}{\varepsilon+2}=\frac{n\alpha}{3\varepsilon_0}.
\]

This relation was tested separately. A spherical crystallite with \(\alpha\) chosen for \(\varepsilon=10\) was placed in a uniform field. The averaged field inside came from the potential difference between equivalent anion sites, and \(\mathbf P\) from the dipoles near the centre. Their ratio gave \(\varepsilon=10.000\).

**Q:** A sphere through a lattice of point dipoles encloses whole dipoles, or misses them. Your count would always be \(q\).

**A:** That is why the averaging matters. Replace the sharp sphere by a smooth weight \(w(r)\), equal to 1 inside, falling to 0 over several lattice spacings. Since \(w(r)=\int_r^\infty[-w'(R)]\,dR\), exchanging the order of integration gives

\[
Q_w=\int\rho\,w\,d^3r=\int_0^\infty[-w'(R)]\,Q_{\rm in}(R)\,dR .
\]

This is a weighted mean of sharp-sphere counts, with weights that add to one. For very short dipoles, the few spheres that cut a dipole still matter: each counts only one end, whose charge grows as the dipole is made shorter, so their share of the mean does not vanish. Because \(w\) varies little over one lattice spacing, \(Q_w\) is nearly the same if \(\rho\) is replaced by its lattice-scale average. For that averaged density \(Q_{\rm in}=q/\varepsilon\) throughout the falling part of \(w\), so \(Q_w=q/\varepsilon\).

For a dipole, write charges \(\pm b\) separated by \(\mathbf p_i/b\). Their contribution is

\[
b\left[w\!\left(\mathbf r_i+\frac{\mathbf p_i}{2b}\right)-w\!\left(\mathbf r_i-\frac{\mathbf p_i}{2b}\right)\right]
\;\longrightarrow\;\mathbf p_i\cdot\nabla w(\mathbf r_i)
\]

for small separation. So \(Q_w=q+\sum_i\mathbf p_i\cdot\nabla w(\mathbf r_i)\). The gradient points inward and the dipoles outward, which gives the negative sign found before. The numbers below come from counting the displaced charges themselves.

**Q:** And what does the lattice give for my vacancy?

**A:** The crystallite has 11,494 dipoles and radius 3.70 nm, with a cubic lattice constant of 0.42 nm. The weight falls from 1 to 0 between 1.05 and 2.94 nm. With \(q=2e\) and \(\varepsilon=10\), the continuum result is \(2e/10=0.2000e\); the lattice count is \(0.2001e\).

Narrower windows, each reaching 0.63 nm either side of its mean radius, show how the total settles:

| mean radius (nm) | total for \(\varepsilon=10\) (\(e\)) |
|---|---|
| 0.84 | 0.1978 |
| 1.26 | 0.2003 |
| 1.68 | 0.2004 |
| 2.10 | 0.2002 |
| 2.52 | 0.1998 |

The innermost value is about 1% below \(q/\varepsilon\), and the others lie within 0.2% of it. The crystallite as a whole carries \(2e\), because the dipoles are neutral by construction. The remaining \(1.80e\) therefore lies outside the counting region. A window centred elsewhere in the bulk, with the vacancy outside it, holds \(-0.002e\), which is about 1% of the charge localized at the vacancy.

**Q:** You said the core does not matter. Did the lattice agree?

**A:** The six nearest dipoles were made stiff, with 30% of their normal polarizability. Each of them fell from \(0.082\) to \(0.034\,e\,\text{nm}\), while the distant count stayed at \(0.2001e\). This tests a changed linear core. For a nonlinear core we rely on the Gauss argument, which uses only the response at the sphere.

**Q:** Which permittivity do I use? An oxide has an electronic one and a static one.

**A:** Use the one that matches what has had time to respond. If the ions are held fixed, only electrons polarize. With an electronic permittivity of 3, the total is \(2e/3=0.667e\). The lattice, with \(\alpha\) lowered to match, gives \(0.6668e\). Once the ions have relaxed, the static value of 10 applies and the total is \(0.2e\). The source is the same in both cases.

For a vacancy that hops, compare times. With a rough barrier \(E_m=2\) eV, a rough attempt rate \(\nu=10^{13}\,\text{s}^{-1}\) and \(k_BT=0.112\) eV at 1300 K, the residence time is

\[
t=\frac{1}{\nu}\,e^{E_m/k_BT}\approx5.7\times10^{-6}\ \text{s}.
\]

A lattice period is about \(10^{-13}\) s, so the ions have relaxed during nearly all of the time between jumps. During the jump itself, neither limit is guaranteed.

**Q:** Does the same hold for a small polaron, an electron trapped by the distortion it makes?

**A:** Yes, with \(q=-e\) and a sphere large enough to contain the trapped electron's own density. The Gauss argument does not ask for a point source. With relaxed ions and \(\varepsilon=10\), the localized total is \(-0.1e\), although one whole electron is trapped.

**Q:** Then I should correct my transport model. From now on each vacancy carries \(0.2e\), and two of them repel with that charge.

**A:** That would screen the interaction twice. Far from vacancy 1 the field is radial, and Gauss's law with \(Q_{\rm in}=q_1/\varepsilon\) gives

\[
E_1=\frac{q_1}{4\pi\varepsilon_0\varepsilon r^2},\qquad
\varphi_1=\frac{q_1}{4\pi\varepsilon_0\varepsilon r}
\]

in a large crystal. Now find the energy of two defects, treating the medium as linear throughout. The work stored is \(\tfrac12\int\mathbf E\cdot\mathbf D\,d^3r\), with \(\mathbf D=\varepsilon_0\varepsilon\mathbf E\) and \(\nabla\cdot\mathbf D\) equal to the source density. Insert \(\mathbf E=\mathbf E_1+\mathbf E_2\). The two cross terms are equal, because \(\mathbf E_1\cdot\mathbf D_2=\varepsilon_0\varepsilon\mathbf E_1\cdot\mathbf E_2=\mathbf E_2\cdot\mathbf D_1\), so the interaction is

\[
U=\int\mathbf E_1\cdot\mathbf D_2\,d^3r
=-\int\nabla\varphi_1\cdot\mathbf D_2\,d^3r
=\int\varphi_1\,\nabla\cdot\mathbf D_2\,d^3r
=q_2\,\varphi_1(\mathbf r_2).
\]

The third form follows by integrating by parts; the surface term vanishes at infinity. Thus

\[
U=\frac{q_1q_2}{4\pi\varepsilon_0\varepsilon r}.
\]

One factor \(1/\varepsilon\) appears, from the screened field of defect 1. Defect 2 enters with its full formal charge, because moving it also moves its polarization cloud, and the energy of that rearrangement is included in \(\tfrac12\int\mathbf E\cdot\mathbf D\,d^3r\).

**Q:** How large is the difference?

**A:** For two vacancies 2.0 nm apart, with \(e^2/(4\pi\varepsilon_0)=1.44\) eV nm,

\[
U=\frac{2\times2\times1.44}{10\times2.0}\ \text{eV}=0.288\ \text{eV}.
\]

Two charges of \(0.2e\) in vacuum would give 0.0288 eV, too small by the factor \(\varepsilon=10\). The first value exceeds \(k_BT=0.112\) eV and the second is well below it, so the error would turn a strong repulsion into a weak one. The formula for \(U\) is a continuum result for separations of several lattice spacings; it should not be used for vacancies on neighbouring sites.

The lattice can test the potential \(\varphi_1\) that enters \(U\). The potential at anion sites between 1.05 and 2.10 nm from the defect was fitted as a constant plus a term in \(1/r\). The slope was 0.989 of \(q/(4\pi\varepsilon_0\varepsilon)\), so the potential carries one factor \(1/\varepsilon\). That defect 2 enters with its full charge rests on the energy derivation above, not on this fit. The constant is expected from the surface charge: outside a sphere of radius \(R_s\) the potential is \(q/(4\pi\varepsilon_0r)\), and continuity at \(R_s\) adds \(q(1-1/\varepsilon)/(4\pi\varepsilon_0R_s)\) inside.

**Q:** A hot oxide also contains mobile carriers. Don't they screen the vacancy further?

**A:** They do, and they end the plateau at large \(R\). Let species \(j\) have charge \(q_j\) and mean density \(n_j\), with \(\sum_jn_jq_j=0\). In equilibrium the density becomes \(n_je^{-q_j\varphi/k_BT}\). For \(|q_j\varphi|\ll k_BT\), expand to first order:

\[
\rho_{\rm mob}\approx\sum_jn_jq_j\left(1-\frac{q_j\varphi}{k_BT}\right)
=-\frac{\varphi}{k_BT}\sum_jn_jq_j^2 .
\]

Away from the source, \(\varepsilon_0\varepsilon\nabla^2\varphi=-\rho_{\rm mob}\) then becomes

\[
\nabla^2\varphi=\frac{\varphi}{\lambda^2},\qquad
\lambda^2=\frac{\varepsilon_0\varepsilon k_BT}{\sum_jn_jq_j^2}.
\]

The decaying solution that matches the source at small \(r\) is \(\varphi=q\,e^{-r/\lambda}/(4\pi\varepsilon_0\varepsilon r)\). Its flux gives

\[
Q_{\rm in}(R)=-4\pi\varepsilon_0R^2\varphi'(R)
=\frac q\varepsilon\left(1+\frac R\lambda\right)e^{-R/\lambda}.
\]

So \(q/\varepsilon\) is the total for radii beyond the core but well below \(\lambda\). For \(10^{16}\,\text{cm}^{-3}\) free vacancies and \(2\times10^{16}\,\text{cm}^{-3}\) electrons at 1300 K, \(\lambda=32\) nm. At \(R=2.0\) nm the linear formula keeps 99.8% of \(q/\varepsilon\).

**Q:** Is the linear formula allowed so close to a doubly charged vacancy?

**A:** No. At 2.0 nm an electron's attraction is \(2\times1.44/(10\times2.0)=0.144\) eV, already more than \(k_BT\). Keeping the full Boltzmann factor, with classical electrons admitted down to the nearest anion distance, puts 0.013 electrons inside 2.0 nm on average. Their screened charge is \(-0.0013e\), or 0.7% of \(0.2e\). Take this only as a rough sign that the effect is small at this carrier density. Much of the count comes from the innermost shell, so it depends strongly on the cutoff: moving it in from 0.30 to 0.21 nm raises the count about fourfold. The thermal wavelength \(h/\sqrt{2\pi mk_BT}\) of an electron with the free mass \(m\) is 2.1 nm at 1300 K, as large as the sphere's radius, so a classical count cannot be accurate there. An electron captured into a bound state is a different matter: it changes \(q\) itself. For a level at depth \(E\) below the conduction band, mass action gives a ratio of singly to doubly charged vacancies of \(2(n_e/N_c)\,e^{E/k_BT}\). Here \(n_e\) is the electron density, and \(N_c\), twice the inverse cube of the thermal wavelength, is \(2.3\times10^{20}\,\text{cm}^{-3}\). The ratio reaches 1 at \(E=k_BT\ln(N_c/2n_e)\approx1\) eV, so the carrier example applies only to vacancies with a level shallower than that.

**Q:** How close are these numbers to a real oxide?

**A:** The lattice constant and both permittivities are rough values in the regime of MgO, whose cubic symmetry permits a scalar \(\varepsilon\). The lattice model lumps each formula unit into one dipole, so its near-core dipoles should not be read as those of MgO. The screened field falls as \(1/r^2\): the continuum formula gives 10 MV/cm at 0.54 nm but only 0.72 MV/cm at 2.0 nm. If the response is nonlinear close to the vacancy, the count is unchanged as long as the response is linear at the sphere.

Temperature does change the result. If \(\varepsilon\) is 10 at 300 K and rises by a rough \(10^{-4}\) of that value per kelvin, it is 11 at 1300 K, and the localized total falls from \(0.20e\) to \(0.18e\). The carrier density is a chosen value and does not describe MgO, whose oxygen-vacancy levels lie well over 1 eV below the conduction band and would capture such electrons. A hundred times more carriers would shorten \(\lambda\) tenfold, to about 3 nm, and there would no longer be a clear plateau at 2 nm. The remaining values are in the numerical output.

**Q:** So in my model I keep \(q=+2e\) for the vacancy and put \(\varepsilon\) in the field equation. The \(0.2e\) is what I should find if I integrate the charge density around a relaxed vacancy.

**A:** Yes, for an isolated vacancy in a large crystal, if you first subtract the density of the perfect crystal and give the sphere a smooth edge several lattice spacings wide. The edge must lie beyond the core, inside the crystal, and well within the carrier screening length. Finding \(0.2e\) there would not mean that the vacancy had recaptured \(1.8\) electrons.

A periodic supercell needs a correction. It has no outer surface, and a uniform background of total charge \(-q\) usually keeps the cell of volume \(V\) neutral. A sphere of volume \(v\) then encloses the source and a background charge \(-qv/V\), so by the Gauss argument the total inside is \(q(1-v/V)/\varepsilon\). The background is not part of the crystal's density. Leaving it out of the count adds \(qv/V\):

\[
Q_{\rm crystal}=\frac q\varepsilon\left(1-\frac vV\right)+q\,\frac vV .
\]

For \(v/V=0.1\) and \(\varepsilon=10\) this is \(0.38e\), not \(0.2e\). For a smooth edge, \(v\) is the integral of \(w\) over the cell. The edge must still be several lattice spacings wide and fit inside the cell, which takes thousands of atoms. In a cell of one or two hundred atoms the edge is too sharp, and the count is dominated by lattice-scale ripples.

## Calculated quantities

```
formal charge of vacancy: 2 e
lattice constant: 0.42 nm
permittivity, clamped ions: 3
permittivity, relaxed ions: 10
dipoles in crystallite: 11494
crystallite radius: 3.70 nm
permittivity measured in uniform field: 10.000
q/eps, clamped ions: 0.6667 e
q/eps, relaxed ions: 0.2000 e
window for main count: 1.05 to 2.94 nm
counted charge, clamped ions: 0.6668 e
counted charge, relaxed ions: 0.2001 e
half-width of profile windows: 0.63 nm
mean radius (nm), clamped (e), relaxed (e):
  0.84  0.6658  0.1978
  1.26  0.6665  0.2003
  1.68  0.6670  0.2004
  2.10  0.6668  0.2002
  2.52  0.6665  0.1998
charge of whole crystallite: 2.0000 e
outer-surface charge, relaxed: 1.7999 e
net charge in bulk region elsewhere: -0.00186 e
nearest dipole, normal core: 0.0823 e nm
nearest dipole, stiff core: 0.0338 e nm
counted charge, stiff core: 0.2001 e
potential slope times eps (ideal 1): 0.9888
reference distance R: 2.0 nm
energy of two vacancies at R: 0.2880 eV
same with q/eps twice in vacuum: 0.0288 eV
screened field at R: 0.720 MV/cm
rough breakdown field: 10 MV/cm
radius where field reaches it: 0.537 nm
temperature: 1300 K, kT: 0.1120 eV
free vacancies: 1e+16 cm^-3, electrons: 2e+16 cm^-3
free-carrier screening length: 32.1 nm
fraction of q/eps left at R (linear): 0.9981
electrons crowded within R: 0.0133
their screened charge: -0.00133 e
rough rise of permittivity: 1e-04 per K
permittivity when hot: 11.0
q/eps when hot: 0.1818 e
rough hop barrier: 2.0 eV, attempts: 1e+13 1/s
vacancy residence time: 5.7e-06 s
lattice period: 1.0e-13 s
```
